\section*{Why silicon donors share their 2p levels but not their ground state}

\section{The question}

Phosphorus, arsenic and antimony are all shallow donors in silicon. Their ground-state binding energies are roughly 46, 54 and 43 meV, yet their 2p levels nearly coincide. The same atom binds the electron in both states. Why does its chemical identity matter so much in one and so little in the other?

\section{The mechanism: what the electron meets at the donor}

Far from the donor, the electron sees one positive charge screened by the silicon crystal. This attraction is the same for every single donor. Within about an atomic distance it is not: the ion cores differ, and static screening no longer describes the potential. Let $U(\mathbf r)$ be the difference between the true potential and the screened Coulomb potential in this small region. It carries the species dependence.

A level can respond to $U$ only so far as its electron is found there. An s envelope is finite at the donor. A p envelope has a node there, and its probability density starts as the square of the distance. The core is much smaller than the orbit, so a p electron spends very little time in it.

Silicon adds interference between valleys. The conduction band has six equivalent minima at $\mathbf k_v$, of magnitude $k_0$, along the cubic axes. The donor wave function is
\begin{equation}
\Psi(\mathbf r)=\sum_{v=1}^{6}c_vF_v(\mathbf r)e^{i\mathbf k_v\cdot\mathbf r},
\qquad \sum_v|c_v|^2=1 .
\end{equation}
Each envelope $F_v$ is normalized and taken to be smooth on the scale $1/k_0$, so the overlap of different valleys is neglected in the norm. The periodic parts of the Bloch functions are replaced by constants. At the donor all phase factors equal one, and six equal s envelopes give
\begin{equation}
|\Psi(0)|^2=\Big|\sum_vc_v\Big|^2|F(0)|^2 .
\end{equation}
The symmetric combination, called A1, has $c_v=1/\sqrt6$. Its sum is $\sqrt6$, so its density at the donor is $6|F(0)|^2$. The five other s combinations, the doublet E and the triplet T2, are orthogonal to A1. Their coefficients therefore sum to zero, and so does their amplitude at the donor. The ground state is the A1 state, which has the largest amplitude where the donors differ. For p envelopes every $F_v(0)$ is zero, so no choice of $c_v$ can produce an amplitude there.

\section{The formula: from core amplitude to level shift}

\subsection{The common problem and the core}

Without the core correction, the envelope of a valley along $z$ obeys
\begin{equation}
\left[-\frac{\hbar^2}{2m_t}(\partial_x^2+\partial_y^2)
-\frac{\hbar^2}{2m_l}\partial_z^2
-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}\right]F=EF .
\end{equation}
Here $m_t$ and $m_l$ are the transverse and longitudinal masses and $\varepsilon$ is the static relative permittivity. Nothing in the equation names the donor. The screened Coulomb potential also couples different valleys. The model leaves out this coupling, which is the same for every donor; its effect is estimated near the end. Energies are measured from the conduction-band edge, and the binding energy is $B=-E>0$. The level 2p$_0$ has its node plane across the valley axis; 2p$_\pm$ has its lobes across that axis.

For the core take an attractive Gaussian,
\begin{equation}
U(\mathbf r)=-U_0g(r),\qquad g(r)=e^{-r^2/r_c^2}.
\end{equation}
To see how a level depends on $U_0$, differentiate $E=\langle\Psi|H|\Psi\rangle$. The terms from the change of $\Psi$ are $E\,d\langle\Psi|\Psi\rangle/dU_0$, which vanishes because the norm is fixed. The explicit dependence remains:
\begin{equation}
\frac{dB}{dU_0}=\int g\,|\Psi|^2\,d^3r\equiv w .
\end{equation}
The dimensionless number $w$ is the core weight. This relation uses the actual state at each $U_0$, so it also holds when the shift is large. If $w$ is instead kept at its value for $U_0=0$, integration gives the first-order estimate $\Delta B\simeq U_0w$.

\subsection{One valley: s against p}

Across a small core an s envelope is nearly $F(0)$, while a 2p$_0$ envelope is nearly $Gz$, with $G=\partial_zF(0)$. The Gaussian integrals are
\begin{equation}
\int g\,d^3r=\pi^{3/2}r_c^3,\qquad
\int z^2g\,d^3r=\pi^{3/2}r_c^3\frac{r_c^2}{2}.
\end{equation}
The leading core weights are therefore
\begin{equation}
w_s=\pi^{3/2}r_c^3|F(0)|^2,\qquad
w_p=\pi^{3/2}r_c^3\frac{r_c^2}{2}|G|^2 .
\end{equation}

The isotropic, hydrogenic limit shows the size of the ratio. With Bohr radius $a$, the normalized envelopes are
\begin{equation}
F_{1s}=\frac{e^{-r/a}}{\sqrt{\pi a^3}},\qquad
F_{2p_0}=\frac{z\,e^{-r/2a}}{\sqrt{32\pi a^5}} .
\end{equation}
Thus $|F(0)|^2=1/(\pi a^3)$ and $|G|^2=1/(32\pi a^5)$, so
\begin{equation}
\frac{w_{2p}}{w_{1s}}
=\frac{r_c^2}{2}\,\frac{\pi a^3}{32\pi a^5}
=\frac{r_c^2}{64a^2}.
\end{equation}
The node supplies the factor $(r_c/a)^2$, and the larger 2p orbit helps to make the numerical factor small.

The 2s state separates these two causes. It also has a large orbit, but its envelope is
\begin{equation}
F_{2s}=\frac{1}{\sqrt{8\pi a^3}}\left(1-\frac{r}{2a}\right)e^{-r/2a},
\end{equation}
so $|F_{2s}(0)|^2$ is one eighth of the 1s value. This ratio does not vanish as $r_c/a$ goes to zero. A large orbit alone does not hide the donor's identity; the node at the core does.

\subsection{Six valleys in a core of finite size}

The phases $\mathbf k_v\cdot\mathbf r$ vary across a real core. Cross terms between valleys separated by $\mathbf q$ contain, after completing the square in the exponent,
\begin{equation}
\int g\,e^{i\mathbf q\cdot\mathbf r}d^3r
=\pi^{3/2}r_c^3e^{-q^2r_c^2/4}.
\end{equation}
Each valley has one opposite partner, with $q=2k_0$, and four side partners, with $q=\sqrt2k_0$. Writing $\kappa=k_0^2r_c^2$, we get for s envelopes
\begin{equation}
\frac{w_{A1}}{w_s}=1+e^{-\kappa}+4e^{-\kappa/2},\qquad
\frac{w_{T2}}{w_s}=1-e^{-\kappa}.
\end{equation}
The T2 states are odd combinations of opposite valleys, hence the minus sign. A point-like core, $\kappa\to0$, gives 6 and 0 as before. A core wide compared with $1/k_0$ gives 1 and 1, because the interference averages out.

For 2p$_0$, let $x_j$ be the three cubic coordinates. The A1 combination near the donor, apart from a constant phase, is
\begin{equation}
\Psi_{A1}^{(p)}=\frac{2G}{\sqrt6}\sum_{j=1}^{3}x_j\sin(k_0x_j).
\end{equation}
The sine appears because the envelope changes sign between opposite valleys in this combination. Denote by angle brackets an average weighted by $g$. With $\langle x^2\rangle=r_c^2/2$, Gaussian integration gives
\begin{align}
\langle x\sin k_0x\rangle^2&=\frac{r_c^2}{2}\,\frac{\kappa}{2}e^{-\kappa/2},\\
\langle x^2\sin^2k_0x\rangle&=\frac{r_c^2}{4}
\left[1-(1-2\kappa)e^{-\kappa}\right].
\end{align}
The squared sum has three diagonal terms and six ordered cross terms. Multiplying by $4/6$ and dividing by the one-valley value $r_c^2/2$ gives
\begin{equation}
\frac{w_{A1}^{(p)}}{w_p}
=1-(1-2\kappa)e^{-\kappa}+2\kappa e^{-\kappa/2}.
\end{equation}
The T2 partner along $z$ is $\sqrt2\,Gz\cos(k_0z)$. Since $\cos^2=1-\sin^2$, its ratio is
\begin{equation}
\frac{w_{T2}^{(p)}}{w_p}=1+(1-2\kappa)e^{-\kappa}.
\end{equation}
For $\kappa$ near one, the case used below, valley interference thus changes the p weight by a factor of order one. For a point-like core the A1 ratio tends to zero as $5\kappa$, and the T2 ratio tends to 2. In no case does interference remove the small factor $r_c^2|G|^2$.

For 2p$_\pm$ a bound is enough. The Cauchy--Schwarz inequality gives $|\Psi|^2\le\sum_v|F_v|^2$. Integrated with the spherical $g$, each valley contributes the same one-valley weight $w_\pm$. The first-order shift of any valley combination is therefore at most $6U_0w_\pm$.

\subsection{Mixing with s states}

An s envelope and a p envelope have opposite parity, which might seem to forbid mixing. That argument applies within one valley, but not to the whole wave function. The function $x_j\sin(k_0x_j)$ is even under inversion, as is the A1 combination of s envelopes. The core can therefore mix them.

The mixing is nevertheless limited by the p amplitude. Let $U_{ss}$, $U_{pp}$ and $U_{sp}$ denote magnitudes of the core matrix elements. Because $g$ is positive, Cauchy--Schwarz gives $U_{sp}^2\le U_{ss}U_{pp}$. The second-order shift through one s state at energy distance $\Delta$ obeys
\begin{equation}
\frac{U_{sp}^2}{\Delta}\le U_{pp}\frac{U_{ss}}{\Delta}.
\end{equation}
It carries the same small factor $U_{pp}$, but it can exceed the first-order shift when an s level lies close. This is one way in which the simple estimate can fail.

\section{The number: phosphorus, arsenic and antimony}

\subsection{Amplitudes}

Rough silicon parameters are $m_t=0.19\,m_0$, $m_l=0.92\,m_0$, $\varepsilon=11.4$ and $k_0=9.84$ nm$^{-1}$. The core range is set to $r_c=0.10$ nm for all three donors, a model choice of atomic size. Diagonalization in Gaussian envelopes, with no core correction, gives binding energies of 31.2 meV for 1s, 8.85 meV for 2s, 11.50 meV for 2p$_0$ and 6.39 meV for 2p$_\pm$. A converged basis raises the 2s value to 8.86 meV and leaves the other three unchanged to the digits shown. Unequal masses lift the hydrogenic degeneracy of 2s and 2p.

The computed amplitudes are $|F_{1s}(0)|^2=0.0360$ nm$^{-3}$ and $|G|^2=2.07\times10^{-3}$ nm$^{-5}$. Smooth Gaussians round off the cusp at the donor, so both values are low by roughly a tenth. The core weights average over a finite volume and suffer less: the six-valley weights below are low by about 6\% for 1s and 2\% for 2p$_0$. With $\pi^{3/2}r_c^3=5.57\times10^{-3}$ nm$^3$, the leading formulas give
\begin{align}
w_s&\simeq5.57\times10^{-3}\times0.0360=2.0\times10^{-4},\\
w_p&\simeq5.57\times10^{-3}\times0.0050\times2.07\times10^{-3}
=5.8\times10^{-8}.
\end{align}
Integration of the full envelopes gives $1.94\times10^{-4}$ and $5.54\times10^{-8}$, a ratio of about 3500. Comparing $r_c=0.10$ nm with half that range, the weights scale as powers 2.96 and 4.96 of $r_c$, close to the predicted 3 and 5.

Now include the valleys. Here $\kappa=(9.84\times0.10)^2=0.968$, so $e^{-\kappa}=0.380$ and $e^{-\kappa/2}=0.616$. For 1s(A1) the interference factor is $1+0.380+4(0.616)=3.84$, against 3.89 with the full envelopes. For 2p$_0$(A1) it is $1+0.936(0.380)+1.936(0.616)=2.55$. The full core weights are $7.54\times10^{-4}$ and $1.41\times10^{-7}$, so the 1s(A1) state still has more than 5000 times the core weight of 2p$_0$(A1).

\subsection{Levels}

The strength $U_0$ is fitted so that the six-valley A1 ground state has the rough measured binding energy of each donor. The ground-state energies are thus inputs; the excited levels are results of the model.

\begin{center}
\begin{tabular}{lccc}
 & P & As & Sb\\
\hline
1s(A1), input (meV) & 46 & 54 & 43\\
$U_0$ (eV) & 6.06 & 6.94 & 5.58\\
2s(A1) (meV) & 10.33 & 10.94 & 10.07\\
2p$_0$(A1) (meV) & 11.499 & 11.503 & 11.498\\
2p$_0$(A1) shift ($\mu$eV) & 2.7 & 6.8 & 2.0
\end{tabular}
\end{center}

Between species, the ground state varies by 11 meV, 2s(A1) by 0.87 meV and 2p$_0$(A1) by 4.9 $\mu$eV. The 2s and 2p$_0$ levels have similar binding energies, but in this model the level without a node at the core varies almost 180 times as much. The amplitude argument predicts such a contrast; its size depends on the approximations examined below.

For phosphorus the first-order ground-state shift is
\begin{equation}
U_0w_{A1}=6060\ \mathrm{meV}\times7.54\times10^{-4}=4.57\ \mathrm{meV}.
\end{equation}
The fitted shift is $46-31.2=14.8$ meV, about three times larger. There is no conflict with $dB/dU_0=w$, because $w$ grows as the core draws the electron inward. To see why it must not fall, note that the ground-state energy is the minimum, over trial states, of expressions linear in $U_0$. Such a minimum is concave, so $-dE/dU_0=w$ cannot decrease. First-order theory identifies the mechanism here, but it does not give the ground-state energy.

For 2p$_0$(A1) in phosphorus the first-order shift is
\begin{equation}
6060\ \mathrm{meV}\times1.41\times10^{-7}
=8.5\times10^{-4}\ \mathrm{meV}=0.85\ \mu\mathrm{eV}.
\end{equation}
Diagonalization gives 2.7 $\mu$eV, and for arsenic 6.8 $\mu$eV against a first-order 0.98 $\mu$eV. Mixing with s levels of the same symmetry contributes to the excess, and the nearby 2s(A1) level is the largest single s contribution. It is not the only one: in phosphorus 2s(A1) adds about 1.35 $\mu$eV and the higher s levels together about 1.0 $\mu$eV, while the deeper 1s(A1) level pushes the other way and removes about 0.55 $\mu$eV. The 2s(A1) level is less strongly bound than 2p$_0$, so repulsion between the two deepens 2p$_0$. Their separation is 1.17 meV in phosphorus but 0.56 meV in arsenic. If the squared coupling grows as $U_0^2$, the mixing part should increase by
\begin{equation}
\left(\frac{6.94}{6.06}\right)^2\frac{1.17}{0.56}\simeq2.7 .
\end{equation}
The part beyond first order actually increases by $5.9/1.8\simeq3.2$. The two-level estimate gives a growth of similar size, but it leaves out the other levels and is only a guide to the trend.

\subsection{The levels seen in absorption}

Light polarized along $z$ multiplies the A1 ground state by $z$. In the two valleys along $z$ this produces p envelopes of equal sign, which is the T2 combination. For phosphorus its first-order core shift is
\begin{equation}
6.06\times10^6\,\mu\mathrm{eV}\times5.54\times10^{-8}
\times(1-0.936\times0.380)=0.22\ \mu\mathrm{eV}.
\end{equation}
Diagonalization within the valley pair gives 0.24 $\mu$eV, with a spread of 0.06 $\mu$eV between species. Coupling to the other four valleys is left out of this estimate. For 2p$_\pm$ in phosphorus the first-order bound is 0.11 $\mu$eV.

The model lines from 1s(A1) to 2p$_0$(T2) lie at 34.5, 42.5 and 31.5 meV for P, As and Sb. Their differences reproduce the differences between the input ground-state energies, because the final level is almost common. Conversely, adding the common 2p$_0$ binding energy to a measured line energy gives the binding energy of the ground state. Its accuracy then depends on how well the common level is known.

The T2 partner of the ground state offers another comparison. Its s envelopes cancel at the donor, and the valley-pair model places it near 32 meV for all three donors, with a spread of 0.20 meV, which narrower envelope functions reduce to about 0.11 meV. Measured values are roughly 33 to 34 meV, so the model does not reproduce this level in detail.

\subsection{How far the numbers can be trusted}

The fitted $U_0$ is not a measured core depth. Adding narrower envelope functions lowers it for phosphorus from 6.06 to 5.02 eV at the same ground-state energy, while the 2p$_0$(A1) shift changes from 2.7 to 2.5 $\mu$eV. Still narrower functions continue the trend, to about 4.2 eV and 2.1 $\mu$eV; for arsenic the shift falls from 6.8 to about 5.4 $\mu$eV. At $r_c=0.10$ nm the 2p$_0$(A1) shifts quoted for this model are therefore too large by about a quarter. The 2p$_0$(T2) shifts are too large by about 30 to 40\%, and their spread between species falls from 0.06 to about 0.03 $\mu$eV. The 2s(A1) levels move by less than 0.01 meV, so the contrast between 2s and 2p$_0$ becomes stronger: the ratio of their spreads rises from 180 to about 230.

The omitted Coulomb coupling between valleys matters more. Including it with the static permittivity, in the original basis and with $U_0$ refitted, gives 2p$_0$(A1) core shifts of about 11, 33 and 7 $\mu$eV for P, As and Sb. Their spread is then about 26 $\mu$eV, and 2s(A1) varies about 30 times as much, not 180. These values are rough too. Narrower envelope functions change the three shifts to about 8, 30 to 31 and 4.5 $\mu$eV, and the arsenic value still moves by about 1 $\mu$eV with the choice of basis. Static screening is too strong at the short wavelengths that connect valleys. With this coupling the neglected valley overlap is about 2 to 6\% of the norm in the ground state, and 4 to 10\% with the narrower functions; without it the figures are about 1 to 2\% and 2 to 5\%. The contrast due to the node remains, but the A1 shifts in the table are not predictions for real silicon.

The core range matters as well. In the model without this coupling, and with the phosphorus ground state held at 46 meV, increasing $r_c$ to 0.20 and 0.30 nm raises the 2p$_0$(A1) shift to 20 and 33 $\mu$eV. Narrower envelope functions lower these values to about 16.5 and 29 $\mu$eV. Either way the larger one is only about 0.2\% of the 14.8 meV ground-state shift. The near-independence survives, but a prediction to a microelectronvolt does not. The widest core is also unrealistic: it gives the 1s(T2) level of phosphorus a binding energy of 38 to 39 meV, well above the measured value.

In real silicon the 2p$_0$ levels of these donors differ by roughly a few hundredths of a meV, well above the spreads found with $r_c=0.10$ nm and no Coulomb coupling between valleys. Another assumption open to doubt is that all species dependence sits in one short-range Gaussian of common width. Different core ranges could give A1 shifts of the observed order, as the scan shows. The T2 levels seen in absorption respond less: in the valley-pair model their shifts are only about 11 to 16 $\mu$eV even at $r_c=0.30$ nm. Strain from the donor's size and polarization of its core also reach farther out, where a p electron has more amplitude. Their contributions were not calculated, so the cause of the observed residue remains open here.

Other corrections affect the comparison differently. Changing $\varepsilon$ from 11.4 to 11.7 lowers the 2p$_0$ binding energy by 0.58 meV, but for every donor alike. At a donor density of $10^{15}$ cm$^{-3}$ the mean spacing is about 100 nm. One ion at that distance produces a field of 126 V/cm, which, directed along the valley axis, lowers the 2p$_0$ energy by about 1 $\mu$eV. The gradient of that field acts in first order: it nearly cancels for 2p$_0$ (about 0.03 $\mu$eV) but raises 2p$_\pm$ by about 9 $\mu$eV. Where some donors are ionized, as in compensated material, random fields can thus rival or exceed the core shifts found here at $r_c=0.10$ nm.

Temperature decides whether the levels are useful. At 10 K, $k_BT=0.86$ meV is small compared with the 2p binding energies. At 300 K it is 25.9 meV, larger than either of them, and the isolated-donor picture of bound 2p electrons is no longer a good guide to the carriers.

The argument itself weakens when the core potential extends over a substantial part of the orbit, or when an s level of the same symmetry comes close to 2p$_0$. It also needs a shallow donor: if the ground state contracts towards atomic size, smooth valley envelopes no longer describe it. For P, As and Sb the separation of lengths is large enough for the node to keep the 2p electron away from most of the chemistry that the 1s electron feels. The main values of the model without Coulomb coupling between valleys are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
masses mt, ml: 0.19, 0.92 m0; permittivity: 11.4
lattice constant: 0.543 nm; k0: 9.84 nm^-1
core range rc: 0.10 nm
no core: 1s 31.22, 2s 8.85 meV
no core: 2p0 11.50, 2p+- 6.39 meV
|F_1s(0)|^2: 0.0360 nm^-3
|dF_2p0/dz(0)|^2: 2.070e-03 nm^-5
one-valley core weight 1s: 1.939e-04
one-valley core weight 2p0: 5.543e-08
one-valley core weight 2p+-: 2.931e-09
weight ratio 1s/2p0: 3499
powers of rc: 1s 2.96, 2p0 4.96
A1 core weight: 1s 7.543e-04, 2p0 1.407e-07
A1/one-valley weight for 1s: 3.89
T2/one-valley weight for 1s: 0.61
P: 1s(A1) input 46 meV, U0 6.06 eV
P: first-order 1s shift 4.57 meV
P: 2s(A1) 10.33, 1s(T2) 32.01 meV
P: 2p0(A1) 11.4992 meV, shift 2.678 ueV
P: first-order 2p0(A1) shift 0.853 ueV
P: 2p0(T2) shift 0.243 ueV
P: 2p+- first-order bound 0.107 ueV
P: 1s(A1) to 2p0(T2) line 34.50 meV
As: 1s(A1) input 54 meV, U0 6.94 eV
As: first-order 1s shift 5.23 meV
As: 2s(A1) 10.94, 1s(T2) 32.14 meV
As: 2p0(A1) 11.5033 meV, shift 6.835 ueV
As: first-order 2p0(A1) shift 0.976 ueV
As: 2p0(T2) shift 0.283 ueV
As: 2p+- first-order bound 0.122 ueV
As: 1s(A1) to 2p0(T2) line 42.50 meV
Sb: 1s(A1) input 43 meV, U0 5.58 eV
Sb: first-order 1s shift 4.21 meV
Sb: 2s(A1) 10.07, 1s(T2) 31.94 meV
Sb: 2p0(A1) 11.4984 meV, shift 1.951 ueV
Sb: first-order 2p0(A1) shift 0.785 ueV
Sb: 2p0(T2) shift 0.222 ueV
Sb: 2p+- first-order bound 0.098 ueV
Sb: 1s(A1) to 2p0(T2) line 31.50 meV
species spread: 1s(A1) 11.0, 2s(A1) 0.87 meV
species spread: 1s(T2) 0.20 meV
species spread: 2p0(A1) 4.884 ueV
species spread: 2p0(T2) 0.061 ueV
P, rc 0.20 nm: 2p0(A1) shift 19.79 ueV
P, rc 0.30 nm: 2p0(A1) shift 33.08 ueV
P, higher cutoff: U0 5.02 eV
P, higher cutoff: 2p0(A1) shift 2.500 ueV
permittivity 11.7: common 2p0 change -0.58 meV
donor density 1e+15 cm^-3: spacing 100 nm
field of one ion at that spacing: 126 V/cm
2p0 energy shift in that field: -1.04 ueV
kT at 10 K: 0.86 meV
kT at 300 K: 25.85 meV
\end{verbatim}
